# The kink of a free plate by an edge dislocation: a numerical check

```python
"""Kink of a free plate by an edge dislocation.

Result under test: theta = (3 b / (2 h)) * (1 - (2 y0 / h)**2)
  h      plate thickness, faces at y = -h/2 and y = +h/2
  b      Burgers vector, along x (in the plate, normal to the line z)
  y0     height of the dislocation above the midplane
  theta  du_x/dy of the right arm minus du_x/dy of the left arm
The reference is a plane-strain finite-element solution in which the
displacement jump b is imposed on a cut from the line to the top face.
Finite-element runs use h = 1 and b = 1, so angles are in units of b/h.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# ---------- finite-element plate with nine-node elements ----------
N_X, N_Y = 60, 20                  # elements along and across the plate
LENGTH = 6.0                       # plate length in units of h
DX, DY = LENGTH / N_X, 1.0 / N_Y
COLS, ROWS = 2 * N_X + 1, 2 * N_Y + 1
x_nodes = np.linspace(-LENGTH / 2, LENGTH / 2, COLS)
y_nodes = np.linspace(-0.5, 0.5, ROWS)


def shape(s):
    return np.array([s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2])


def shape_slope(s):
    return np.array([s - 0.5, -2 * s, s + 0.5])


def element_stiffness(C):
    points, weights = np.polynomial.legendre.leggauss(3)
    K = np.zeros((18, 18))
    for s, ws in zip(points, weights):
        for t, wt in zip(points, weights):
            gx = np.outer(shape_slope(s), shape(t)).ravel() * 2 / DX
            gy = np.outer(shape(s), shape_slope(t)).ravel() * 2 / DY
            B = np.zeros((3, 18))
            B[0, 0::2] = gx
            B[1, 1::2] = gy
            B[2, 0::2] = gy
            B[2, 1::2] = gx
            K += ws * wt * DX * DY / 4 * B.T @ C @ B
    return K


def element_dofs(ex, ey):
    nodes = [(2 * ex + a) * ROWS + 2 * ey + c
             for a in range(3) for c in range(3)]
    return np.array([[2 * n, 2 * n + 1] for n in nodes]).ravel()


class Plate:
    """Free plate; C_rows holds one 3x3 stiffness per element row."""

    def __init__(self, C_rows):
        self.Ke = [element_stiffness(C) for C in C_rows]
        I, J, V = [], [], []
        for ex in range(N_X):
            for ey in range(N_Y):
                d = element_dofs(ex, ey)
                I.append(np.repeat(d, 18))
                J.append(np.tile(d, 18))
                V.append(self.Ke[ey].ravel())
        self.size = 2 * COLS * ROWS
        K = coo_matrix((np.concatenate(V),
                        (np.concatenate(I), np.concatenate(J))),
                       shape=(self.size, self.size)).tocsr()
        # three pinned components remove only rigid motion
        self.free = np.setdiff1d(np.arange(self.size),
                                 [0, 1, 2 * (ROWS - 1)])
        self.lu = splu(K[self.free][:, self.free].tocsc())

    def solve(self, force):
        u = np.zeros(self.size)
        u[self.free] = self.lu.solve(force[self.free])
        return u.reshape(COLS, ROWS, 2)

    def dislocate(self, jump, component=0):
        """Impose u(0+) - u(0-) = jump(y) on the section x = 0."""
        force = np.zeros(self.size)
        for ey in range(N_Y):
            g = np.zeros(18)
            for c in range(3):
                g[2 * c + component] = jump[2 * ey + c]
            force[element_dofs(N_X // 2, ey)] -= self.Ke[ey] @ g
        return self.solve(force)


def step_jump(y0):
    """Unit jump above y0, which must be an element boundary."""
    k = int(round((y0 + 0.5) * N_Y))
    assert abs(k / N_Y - 0.5 - y0) < 1e-9
    jump = (np.arange(ROWS) > 2 * k).astype(float)
    jump[2 * k] = 0.5
    return jump


def section(u, x):
    """Slope du_x/dy and mean u_x of the section at x."""
    i = int(np.argmin(abs(x_nodes - x)))
    return np.polyfit(y_nodes, u[i, :, 0], 1)


def arm_difference(u, x=LENGTH / 2):
    return section(u, x) - section(u, -x)


def isotropic(E, nu):
    f = E / ((1 + nu) * (1 - 2 * nu))
    return np.array([[f * (1 - nu), f * nu, 0],
                     [f * nu, f * (1 - nu), 0],
                     [0, 0, E / (2 * (1 + nu))]])


def plane_modulus(C):
    return C[0, 0] - C[0, 1]**2 / C[1, 1]


def kink(b, h, y0):
    return 1.5 * b / h * (1 - (2 * y0 / h)**2)


# ---------- silicon stiffness in plate axes (rough values, GPa) ----------
c11, c12, c44 = 166.0, 64.0, 80.0
d = np.eye(3)
cubic = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
for i in range(3):
    cubic[i, i, i, i] += c11 - c12 - 2 * c44
axes = np.array([[1, -1, 0], [0, 0, np.sqrt(2)], [1, 1, 0]]) / np.sqrt(2)
rotated = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes, cubic)
pairs = [(0, 0), (1, 1), (0, 1)]
C_si = np.array([[rotated[p + q] for q in pairs] for p in pairs])
E_si = plane_modulus(C_si)

# ---------- kink against depth, Poisson ratio and anisotropy ----------
depths = [0.0, 0.1, 0.25, 0.4, -0.25]
plates = {'nu=0.10': Plate([isotropic(1.0, 0.10)] * N_Y),
          'nu=0.40': Plate([isotropic(1.0, 0.40)] * N_Y),
          'silicon': Plate([C_si] * N_Y)}
fe_kink = {}
for name, plate in plates.items():
    for y0 in depths:
        u = plate.dislocate(step_jump(y0))
        slope, stretch = arm_difference(u)
        fe_kink[name, y0] = slope
        assert abs(slope - kink(1, 1, y0)) < 1e-4
        assert abs(stretch - (0.5 - y0)) < 1e-4
        end = u[-1, :, 0]
        fit = np.polyval(np.polyfit(y_nodes, end, 1), y_nodes)
        assert np.max(abs(end - fit)) < 1e-3      # end section stays plane

silicon = plates['silicon']
u_mid = silicon.dislocate(step_jump(0.0))
local_share = {x: arm_difference(u_mid, x)[0] / fe_kink['silicon', 0.0]
               for x in (0.5, 1.0)}
assert abs(local_share[1.0] - 1) < 0.02

# Burgers vector normal to the plate: no kink
normal_kink = arm_difference(silicon.dislocate(step_jump(0.0), 1))[0]
assert abs(normal_kink) < 1e-4

# stack of five dislocations: towards the tilt-wall angle
n_stack = 5
heights = (np.arange(n_stack) + 0.5) / n_stack - 0.5
stack_kink = arm_difference(
    silicon.dislocate(sum(step_jump(y) for y in heights)))[0]
stack_formula = n_stack * (1 + 1 / (2 * n_stack**2))
assert abs(stack_kink - stack_formula) < 5e-4

# core split into two halves at +-w
w = 0.1
split_kink = arm_difference(silicon.dislocate(
    0.5 * (step_jump(w) + step_jump(-w))))[0]
assert abs(split_kink - 1.5 * (1 - 4 * w**2)) < 1e-4


# ---------- plate with equal skins on both faces ----------
def coated_kink(b, core, skin, E_core, E_skin):
    """Midplane dislocation introduced after coating."""
    total = core + 2 * skin
    first = (E_core * core**2 + E_skin * (total**2 - core**2)) / 8
    second = (E_core * core**3 + E_skin * (total**3 - core**3)) / 12
    return b * first / second


C_ox = isotropic(73.0, 0.17)                      # rough values, GPa
E_ox = plane_modulus(C_ox)
coated = Plate([C_ox] * 2 + [C_si] * (N_Y - 4) + [C_ox] * 2)
coated_fe = arm_difference(coated.dislocate(step_jump(0.0)))[0]
coated_formula = coated_kink(1.0, 0.8, 0.1, E_si, E_ox)
assert abs(coated_fe - coated_formula) < 2e-4
assert abs(coated_fe - 1.5) > 0.01                # the skins do matter

# ---------- curvature by surface stress on the top face ----------
# A tensile surface stress f pulls the two top corners inward.
force = np.zeros(silicon.size)
force[2 * (COLS * ROWS - 1)] = -1.0
force[2 * (ROWS - 1)] = 1.0
curvature_fe = -arm_difference(silicon.solve(force), 1.0)[0] / 2.0
assert abs(curvature_fe * E_si / 6 - 1) < 0.01

# ---------- kink in a long plate under tension ----------
# Lengths in units of l = sqrt(D/T), slope in units of theta.
n, cell = 1200, 0.02
position = (np.arange(n) - (n - 1) / 2) * cell
A = np.diag(np.full(n, 2 / cell + cell))
A[0, 0] = A[-1, -1] = 1 / cell + cell / 2
A -= (np.eye(n, k=1) + np.eye(n, k=-1)) / cell
load = np.zeros(n)
load[n // 2], load[n // 2 - 1] = 1 / cell, -1 / cell
slope_tension = np.linalg.solve(A, load)
expected = np.sign(position) / 2 * np.exp(-abs(position))
assert np.max(abs(slope_tension - expected)) < 1e-3

# ---------- worked example: silicon membrane ----------
nm = 1e-9
a_si, h = 0.543 * nm, 100 * nm
b = a_si / np.sqrt(2)
arm, width = 1e-6, 1e-6
theta = kink(b, h, 0.0)
D = E_si * 1e9 * h**3 / 12

skin = 1.5 * nm
theta_coated = coated_kink(b, h, skin, E_si, E_ox)
delta_f = 0.1
curvature = 6 * delta_f / (E_si * 1e9 * h**2)
angle_surface = curvature * 2 * arm
tension_stress = 10e6
l_tension = np.sqrt(D / (tension_stress * h))
share_tension = np.exp(-arm / l_tension)
temperature = 300.0
kT = constants.k * temperature
angle_thermal = np.sqrt(kT * 2 * arm / (D * width))
grid = np.linspace(-10, 10, 4001) * angle_thermal
boltzmann = np.exp(-D * width * grid**2 / (2 * 2 * arm) / kT)
mean_square = np.sum(grid**2 * boltzmann) / np.sum(boltzmann)
assert abs(np.sqrt(mean_square) / angle_thermal - 1) < 1e-6

print("FINITE ELEMENTS, angles in units of b/h")
print("y0/h   formula   nu=0.10   nu=0.40   silicon")
for y0 in depths:
    print(f"{y0:5.2f}  {kink(1, 1, y0):8.5f}  "
          + "  ".join(f"{fe_kink[k, y0]:8.5f}" for k in plates))
for x, share in local_share.items():
    print(f"share of kink between sections x = +-{x:.1f} h: {share:.4f}")
print(f"kink, Burgers vector normal to plate: {abs(normal_kink):.5f}")
print(f"stack of {n_stack}: FE {stack_kink:.4f}, "
      f"formula {stack_formula:.4f}")
print(f"core split to +-{w} h: FE {split_kink:.4f}, "
      f"formula {1.5 * (1 - 4 * w**2):.4f}")
print(f"skins 0.1 h each: FE {coated_fe:.4f}, "
      f"formula {coated_formula:.4f}")
print(f"surface-stress curvature, FE/formula: "
      f"{curvature_fe * E_si / 6:.4f}")
print("SILICON MEMBRANE (rough typical inputs)")
print(f"lattice parameter: {a_si / nm:.3f} nm")
print(f"Burgers vector b: {b / nm:.4f} nm")
print(f"thickness h: {h / nm:.0f} nm")
print(f"stiffness c11, c12, c44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"plane-strain modulus E': {E_si:.1f} GPa")
print(f"midplane kink: {theta * 1e3:.3f} mrad "
      f"= {np.degrees(theta):.3f} deg")
print(f"arm length: {arm * 1e6:.1f} um")
print(f"offset of arm end from line of other arm: "
      f"{theta * arm / nm:.2f} nm")
for y0 in (10, 25, 40):
    t = kink(b, h, y0 * nm)
    print(f"kink at y0 = {y0} nm: {t * 1e3:.3f} mrad, "
          f"factor {t / theta:.2f}")
print("NEGLECTED EFFECTS")
print(f"oxide skin: {skin / nm:.1f} nm per face, E' = {E_ox:.1f} GPa")
print(f"change of kink by skins: {100 * (theta_coated / theta - 1):.2f} %")
print(f"surface-stress difference: {delta_f:.1f} N/m")
print(f"its radius of curvature: {1e3 / curvature:.2f} mm")
print(f"its angle over both arms: {angle_surface * 1e3:.3f} mrad")
print(f"clamping tension: {tension_stress / 1e6:.0f} MPa")
print(f"decay length l under tension: {l_tension * 1e6:.2f} um")
print(f"kink left between x = +-1 um under tension: "
      f"{100 * share_tension:.1f} %")
print(f"thermal rms angle at {temperature:.0f} K, width "
      f"{width * 1e6:.0f} um: {angle_thermal * 1e3:.4f} mrad")
print(f"core spread w = b, relative change: {-4 * (b / h)**2:.1e}")
print(f"finite rotation, order theta^2: {theta**2:.1e}")
print("OK")
```

Output:

```
FINITE ELEMENTS, angles in units of b/h
y0/h   formula   nu=0.10   nu=0.40   silicon
 0.00   1.50000   1.50000   1.50000   1.50000
 0.10   1.44000   1.44000   1.44000   1.44000
 0.25   1.12500   1.12500   1.12500   1.12500
 0.40   0.54000   0.54000   0.54000   0.54000
-0.25   1.12500   1.12500   1.12500   1.12500
share of kink between sections x = +-0.5 h: 1.0040
share of kink between sections x = +-1.0 h: 0.9999
kink, Burgers vector normal to plate: 0.00000
stack of 5: FE 5.1000, formula 5.1000
core split to +-0.1 h: FE 1.4400, formula 1.4400
skins 0.1 h each: FE 1.6475, formula 1.6475
surface-stress curvature, FE/formula: 1.0000
SILICON MEMBRANE (rough typical inputs)
lattice parameter: 0.543 nm
Burgers vector b: 0.3840 nm
thickness h: 100 nm
stiffness c11, c12, c44: 166, 64, 80 GPa
plane-strain modulus E': 170.3 GPa
midplane kink: 5.759 mrad = 0.330 deg
arm length: 1.0 um
offset of arm end from line of other arm: 5.76 nm
kink at y0 = 10 nm: 5.529 mrad, factor 0.96
kink at y0 = 25 nm: 4.320 mrad, factor 0.75
kink at y0 = 40 nm: 2.073 mrad, factor 0.36
NEGLECTED EFFECTS
oxide skin: 1.5 nm per face, E' = 75.2 GPa
change of kink by skins: -1.35 %
surface-stress difference: 0.1 N/m
its radius of curvature: 2.84 mm
its angle over both arms: 0.705 mrad
clamping tension: 10 MPa
decay length l under tension: 3.77 um
kink left between x = +-1 um under tension: 76.7 %
thermal rms angle at 300 K, width 1 um: 0.0242 mrad
core spread w = b, relative change: -5.9e-05
finite rotation, order theta^2: 3.3e-05
OK
```
